\section*{Isolated and Periodic Energies of an Exponential Model Charge}

\section{The decision}

A charged vacancy has been computed in a periodic cell. Should its energy be corrected and used, or must the calculation be repeated in a larger and much more expensive cell? The answer depends on how much of the energy comes from the periodic images and the neutralizing background, and on how much of that part can be removed by a formula. A model charge whose isolated and periodic energies are both known supplies the formula.

The model is a rigid density
\begin{equation}
\rho(r)=\frac{q}{\pi a^3}e^{-2r/a}=\frac{q b^3}{8\pi}e^{-br},\qquad b=\frac2a ,
\label{rho}
\end{equation}
in a uniform, isotropic, linear dielectric of relative permittivity $\varepsilon$. Formulas are in Gaussian units. For numbers, $q$ is counted in units of $e$ and each energy is multiplied by $e^2/(4\pi\varepsilon_0)=1.43996$ eV\,nm. The result to be derived is
\begin{equation}
E_{\rm per}=\frac{5q^2}{16\varepsilon a}+\frac{q^2\xi}{2\varepsilon}+\frac{2\pi q^2a^2}{\varepsilon V}-S ,
\label{main}
\end{equation}
where $V$ is the cell volume, $\xi$ depends on the lattice alone, and $S$ is exponentially small. The first term is the isolated energy $E_{\rm iso}$. The quantity to add to a periodic energy is $E_{\rm iso}-E_{\rm per}$. The volume term is one part of it; the point-charge term with $\xi$ is the larger part in the example below.

\section{The density and its transform}

With $\int_0^\infty r^n e^{-br}dr=n!/b^{n+1}$, the total charge is $4\pi(qb^3/8\pi)(2/b^3)=q$, and
\begin{equation}
\langle r^2\rangle=\frac{b^3}{2}\,\frac{24}{b^5}=\frac{12}{b^2}=3a^2 .
\end{equation}
For a spherical density the angular average of $e^{-i\mathbf G\cdot\mathbf r}$ is $\sin(Gr)/(Gr)$, so
\begin{equation}
\rho(G)=\frac{4\pi}{G}\int_0^\infty r\rho(r)\sin(Gr)\,dr
=\frac{qb^3}{2G}\int_0^\infty re^{-br}\sin(Gr)\,dr .
\end{equation}
Since $\int_0^\infty e^{-br}\sin(Gr)dr=G/(G^2+b^2)$, applying $-d/db$ gives $2bG/(G^2+b^2)^2$ for the last integral. Therefore
\begin{equation}
\rho(G)=\frac{qb^4}{(G^2+b^2)^2}=\frac{q}{(1+a^2G^2/4)^2}.
\label{ft}
\end{equation}

\section{The isolated energy}

Build the charge shell by shell. The charge inside radius $r$ is
\begin{equation}
Q(r)=\frac{qb^3}{2}\int_0^r s^2e^{-bs}ds
=q\left[1-e^{-br}\left(1+br+\tfrac12b^2r^2\right)\right].
\end{equation}
Bringing in the next shell, of charge $4\pi r^2\rho\,dr$, costs $Q(r)/(\varepsilon r)$ per unit charge. Each pair of shells is counted once, so no factor $1/2$ appears. With $t=br$,
\begin{align}
E_{\rm iso}&=\frac1\varepsilon\int_0^\infty4\pi r\rho(r)Q(r)\,dr\nonumber\\
&=\frac{q^2b}{2\varepsilon}\left[\int_0^\infty te^{-t}dt-\int_0^\infty e^{-2t}\left(t+t^2+\tfrac12t^3\right)dt\right]\nonumber\\
&=\frac{q^2b}{2\varepsilon}\left[1-\left(\tfrac14+\tfrac14+\tfrac3{16}\right)\right]
=\frac{5q^2b}{32\varepsilon}=\frac{5q^2}{16\varepsilon a}.
\label{iso}
\end{align}
It diverges as $a\to0$, as the self-energy of a point charge must.

\section{What the periodic energy means}

Repeat the charge on a lattice with vectors $\mathbf R$ and add a uniform background of density $-q/V$. The total charge then has no $\mathbf G=0$ component. Poisson's equation fixes the other components of the potential,
\begin{equation}
\phi_{\mathbf G}=\frac{4\pi\rho(G)}{\varepsilon VG^2},\qquad \mathbf G\ne0,
\end{equation}
and leaves the mean free. The convention here is zero mean. The background then contributes nothing to $\frac12\int\rho_{\rm tot}\phi$, being a constant times the mean of $\phi$, and the energy per cell is
\begin{equation}
E_{\rm per}=\frac1{2V}\sum_{\mathbf G\ne0}\frac{4\pi|\rho(G)|^2}{\varepsilon G^2}.
\label{per}
\end{equation}

\section{Separating the point charge}

The long-range part of the interaction is that of point charges. To isolate the rest, set $y=G^2$, $c=b^2$ and use
\begin{equation}
\frac{c^m}{y(y+c)^m}=\frac{c^{m-1}}{y(y+c)^{m-1}}-\frac{c^{m-1}}{(y+c)^m},
\end{equation}
which follows from $c/[y(y+c)]=1/y-1/(y+c)$. Four applications, starting at $m=4$, give
\begin{equation}
\frac{|\rho(G)|^2}{q^2G^2}-\frac1{G^2}=-\sum_{m=1}^4\frac{b^{2m-2}}{(G^2+b^2)^m}.
\label{pf}
\end{equation}
The singularity at $G=0$ has cancelled, and what remains there is $-4/b^2=-a^2$. Define
\begin{equation}
\tilde F(G)=\frac{4\pi}{\varepsilon G^2}\left(|\rho(G)|^2-q^2\right),\qquad
\tilde F(0)=-\frac{4\pi q^2a^2}{\varepsilon}.
\label{f0}
\end{equation}

Its real-space form $F(r)$ needs the transforms $Y_m(r)$ of $4\pi/(G^2+b^2)^m$. The first is the Yukawa function, and differentiation with respect to $b$ gives $Y_{m+1}=-(2mb)^{-1}dY_m/db$. Hence
\begin{align}
Y_1&=\frac{e^{-br}}r, & Y_2&=\frac{e^{-br}}{2b},\nonumber\\
Y_3&=\frac{e^{-br}(1+br)}{8b^3}, & Y_4&=\frac{e^{-br}(3+3br+b^2r^2)}{48b^5}.
\end{align}
In $Y_1+b^2Y_2+b^4Y_3+b^6Y_4$ the constant terms add to $b(\frac12+\frac18+\frac1{16})=\frac{11}{16}b$ and the linear ones to $b^2r(\frac18+\frac1{16})=\frac3{16}b^2r$. With $b=2/a$,
\begin{equation}
F(r)=-\frac{q^2}{\varepsilon}e^{-2r/a}\left[\frac1r+\frac{11}{8a}+\frac{3r}{4a^2}+\frac{r^2}{6a^3}\right].
\label{F}
\end{equation}
Two model charges at distance $r$ thus interact with energy $J(r)=q^2/(\varepsilon r)+F(r)$. At large distance this is the point-charge value up to an exponential. At $r\to0$ the $1/r$ terms cancel and leave
\begin{equation}
J(0)=\frac{q^2}{\varepsilon}\left(\frac2a-\frac{11}{8a}\right)=\frac{5q^2}{8\varepsilon a}=2E_{\rm iso},
\end{equation}
a second derivation of (\ref{iso}).

\section{The lattice sum and the volume term}

Define two periodic interactions at a displacement $\mathbf r$ that is not a lattice vector:
\begin{equation}
W(\mathbf r)=\frac1V\sum_{\mathbf G\ne0}\frac{4\pi|\rho(G)|^2}{\varepsilon G^2}e^{i\mathbf G\cdot\mathbf r},
\quad
W_0(\mathbf r)=\frac{q^2}{V}\sum_{\mathbf G\ne0}\frac{4\pi}{\varepsilon G^2}e^{i\mathbf G\cdot\mathbf r}.
\end{equation}
By (\ref{per}), $W(0)=2E_{\rm per}$. Their difference is the sum of $\tilde F(G)e^{i\mathbf G\cdot\mathbf r}/V$ over $\mathbf G\ne0$. Poisson summation turns the sum over all $\mathbf G$ into a sum over lattice sites, so the missing member must be subtracted:
\begin{equation}
W(\mathbf r)-W_0(\mathbf r)=\sum_{\mathbf R}F(|\mathbf r+\mathbf R|)-\frac{\tilde F(0)}V .
\label{poisson}
\end{equation}
Near a site the point-charge function behaves as $W_0=(q^2/\varepsilon)(1/r+\xi)$ plus terms that vanish with $r$. This defines $\xi$, the potential at a unit point charge due to its images and the background, for $\varepsilon=1$. Let $r\to0$ in (\ref{poisson}). The $\mathbf R=0$ member joins the $1/r$ of $W_0$ to form $J(0)$, and
\begin{equation}
2E_{\rm per}=J(0)+\frac{q^2\xi}{\varepsilon}+\sum_{\mathbf R\ne0}F(R)+\frac{4\pi q^2a^2}{\varepsilon V}.
\end{equation}
Half of this is (\ref{main}), with $S=-\frac12\sum_{\mathbf R\ne0}F(R)>0$. The volume term is positive because $\tilde F(0)$ is negative and is removed.

The constant $\xi$ follows from the same argument with a Gaussian in place of the exponential. Split $4\pi/G^2$ into $4\pi e^{-G^2/4\eta^2}/G^2$ and a remainder. The remainder is the transform of ${\rm erfc}(\eta r)/r$ and equals $\pi/\eta^2$ at $G=0$. Subtracting $1/r$ and letting $r\to0$ gives
\begin{equation}
\xi=\sum_{\mathbf R\ne0}\frac{{\rm erfc}(\eta R)}R+\frac{4\pi}V\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\eta^2}}{G^2}-\frac{2\eta}{\sqrt\pi}-\frac{\pi}{\eta^2V},
\end{equation}
for any $\eta>0$. In a cube of side $L$, $\xi$ scales as $1/L$, and evaluation gives $\xi=-\alpha/L$ with $\alpha=2.837297$.

The derivation did not assume a cubic cell: shape enters through $\xi$ and $S$, while the volume term sees $V$ alone. For a cell with edges $8a$, $9a$, $11a$, the direct sum (\ref{per}) and formula (\ref{main}) agree within $10^{-7}$ eV for the charge, permittivity and $a$ used below.

\section{A doubly charged defect}

Take $q=2$, $\varepsilon=6$, $a=0.15$ nm and a cube with $L=1.6$ nm, so $V=4.096$ nm$^3$. The terms are
\begin{align}
E_{\rm iso}&=\frac{5(4)(1.43996)}{16(6)(0.15)}=2.000\ {\rm eV},\nonumber\\
-\frac{\alpha q^2}{2\varepsilon L}&=-\frac{2.8373(4)(1.43996)}{2(6)(1.6)}=-0.851\ {\rm eV},\nonumber\\
\frac{2\pi q^2a^2}{\varepsilon V}&=\frac{2\pi(4)(0.0225)(1.43996)}{6(4.096)}=0.033\ {\rm eV}.
\end{align}
They add to $1.182$ eV, and the direct reciprocal sum also gives $1.182$ eV. The correction is $E_{\rm iso}-E_{\rm per}=0.818$ eV. The overlap $S$ is $3\times10^{-7}$ eV.

With all parameters but $L$ fixed, the errors left relative to $E_{\rm iso}$ are, in eV:
\begin{center}
\begin{tabular}{cccc}
$L$ (nm) & uncorrected & point term & both terms\\
1.2 & $-1.056$ & 0.0785 & $-4\times10^{-5}$\\
1.6 & $-0.818$ & 0.0331 & $-3\times10^{-7}$\\
2.0 & $-0.664$ & 0.0170 & $-4\times10^{-9}$
\end{tabular}
\end{center}
The second column falls slowly, nearly as $1/L$; the third falls as $1/L^3$. The last entry of the fourth column is not a clean value of $S$. The sum was cut at 60 reciprocal vectors along each half-axis, and the omitted tail, estimated by an integral over $G^{-8}$, is also of order $10^{-9}$ eV.

In a cube the ratio of volume term to point term has magnitude $4\pi a^2/(\alpha L^2)$, here 3.9\%. If the point term alone were used and an error of 0.01 eV accepted, the volume would have to be $4.096(0.0331/0.01)\approx13.6$ nm$^3$, or $L\approx2.4$ nm. Within this model, adding the volume term removes that reason for enlarging the cell. It does not secure 0.01 eV for a real crystal: the distance-dependent screening estimated below leaves about 0.011 eV at this cell size.

Neglecting overlap has a limit too. In a cube of side $5a=0.75$ nm, $S=0.0087$ eV against a volume term of 0.322 eV, about 3\% of it.

\section{A wrong width and potential alignment}

The width of a real defect charge is not known beforehand. Let the true charge be another localized spherical density with the same $q$. Expanding $\sin(Gr)/(Gr)$ gives $\rho(G)=q(1-G^2\langle r^2\rangle/6+\cdots)$, hence $|\rho(G)|^2=q^2(1-G^2\langle r^2\rangle/3+\cdots)$. The argument leading to (\ref{poisson}) now yields the volume term
\begin{equation}
\frac{2\pi q^2\langle r^2\rangle}{3\varepsilon V},
\label{general}
\end{equation}
which reduces to the earlier one for $\langle r^2\rangle=3a^2$.

The two periodic potentials, each with zero mean, differ far from the charges by a constant $C=\phi_{\rm true}-\phi_{\rm model}$. Their isolated potentials agree there up to small tails, so $C$ comes entirely from the removed $\mathbf G=0$ member. The transform of the isolated potential difference tends to $-4\pi q\,\Delta\langle r^2\rangle/(6\varepsilon)$, with $\Delta\langle r^2\rangle=\langle r^2\rangle_{\rm true}-\langle r^2\rangle_{\rm model}$. Removing it gives
\begin{equation}
C=\frac{2\pi q\,\Delta\langle r^2\rangle}{3\varepsilon V}.
\end{equation}
By (\ref{general}), the true periodic shift exceeds the model shift by $qC$. Therefore
\begin{equation}
(E_{\rm iso}-E_{\rm per})_{\rm true}=(E_{\rm iso}-E_{\rm per})_{\rm model}-qC ,
\label{align}
\end{equation}
up to overlap. Here $q$ is the signed charge and $C$ an electrostatic potential; an electron potential energy has the opposite sign.

Let the true charge be a Gaussian proportional to $e^{-r^2/2\sigma^2}$ with $\sigma=0.20$ nm, so $\langle r^2\rangle=3\sigma^2=0.1200$ nm$^2$ against $0.0675$ nm$^2$ for the model. The potentials at the cell corner differ by $C=0.0129$ V, as the formula gives. The aligned correction is $0.8180-2(0.0129)=0.792$ eV. The Gaussian's own energies give $1.354-0.562=0.792$ eV. Alignment has repaired the wrong choice of $a$.

\section{Screening that depends on distance}

A uniform $\varepsilon$ cannot hold down to atomic distances, where electrons screen incompletely. A simple interpolation is $\varepsilon(G)=1+[1/(\varepsilon-1)+G^2/k^2]^{-1}$. Inverting it, with $\kappa^2=k^2\varepsilon/(\varepsilon-1)$,
\begin{equation}
\frac1{\varepsilon(G)}=1-\frac{k^2}{G^2+\kappa^2}
=\frac1\varepsilon+\left(1-\frac1\varepsilon\right)\frac{G^2}{G^2+\kappa^2}.
\end{equation}
The first part keeps the kernel $4\pi/(\varepsilon G^2)$ of (\ref{per}); the second adds to it the short-range kernel $4\pi(1-1/\varepsilon)/(G^2+\kappa^2)$. Its lattice sum again equals the isolated value, up to overlap, minus the $\mathbf G=0$ member. The periodic shift therefore gains
\begin{equation}
\Delta E=-\frac{2\pi q^2}{\kappa^2V}\left(1-\frac1\varepsilon\right).
\label{nonlocal}
\end{equation}

For a rough $k$, use the Thomas--Fermi form $k^2=4(3n/\pi)^{1/3}/a_0$, with $a_0$ the Bohr radius and $n=24/(0.4\ {\rm nm})^3=375$ nm$^{-3}$. This gives $1/\kappa=0.039$ nm and $\Delta E=-0.011$ eV, about a third of the volume term. The correction rises from 0.818 to about 0.829 eV. The isolated energy itself rises by 0.46 eV, but that rise occurs in the periodic energy too and cancels in the correction. The net $1/V$ term changes sign when $a^2\kappa^2=\varepsilon-1$, here at $a\approx0.09$ nm.

Equation (\ref{align}) does not extend to this effect. The short-range kernel shifts the far potential by $-4\pi q(1-1/\varepsilon)/(\kappa^2V)$, and $q$ times this is twice $\Delta E$. The rule was derived for a change of density at fixed screening.

\section{Comparison with strontium titanate}

The parameters lie in the rough regime of a doubly charged oxygen vacancy in a $4\times4\times4$ cell of cubic SrTiO$_3$, with lattice parameter near 0.4 nm, 24 oxygen $s$ and $p$ valence electrons per formula unit, and ions held at their perfect-crystal positions. The cubic phase justifies a scalar permittivity. The length $a$ is a choice, not a computed property of the vacancy. The assumption that matters most is that of fixed ions. If they relax around the charge, the static permittivity applies. For a relaxation without thermal motion this must be the static value computed with the same method, which can differ greatly from the measured one. Such a value is usable only if the cubic lattice is stable in that calculation; if it is not, the relaxed cell may leave the cubic phase, and the scalar formula need not apply. To show the scale with measured values, a rough Curie--Weiss form, $8\times10^4\,{\rm K}/(T-35\,{\rm K})$, gives about 300 at 300 K and 220 at 400 K. At fixed $a$ and $L$, and with uniform screening, the correction scales as $1/\varepsilon$ and drops from 0.818 eV to 16 and 22 meV. The short-range term (\ref{nonlocal}) does not shrink with the static permittivity: the electronic part alone still adds about 11 meV, which brings the 300 K model value to about 28 meV. Using the electronic permittivity for a relaxed cell would thus overcorrect by about 0.8 eV. The isolated field at $L/2$ is 7.5 MV/cm with fixed ions and 0.15 MV/cm with the 300 K static value. Going inward from $L/2$ it rises about eightfold by $r=0.2$ nm, roughly where the nearest ions sit. A field-independent ionic response is least secure there; that nonlinearity is not included.

\section{Where the result fails}

The charge must be localized well inside the cell. If it spreads into a band, neither $q$ nor $\langle r^2\rangle$ describes a bound object, and the expansion loses its basis. A non-spherical charge has multipole fields that decay as powers of distance, so the remainder need no longer be exponentially small. In an anisotropic crystal $\varepsilon G^2$ becomes $\mathbf G\cdot\boldsymbol\varepsilon\mathbf G$, and both lattice terms must be derived again. A slab in vacuum has no uniform permittivity at all.

For a compact defect in a bulk insulator, the practical order is to choose the permittivity, apply both lattice terms, check that the potential difference from the model is flat far from the defect, and then subtract $qC$ as in (\ref{align}). The electronic permittivity serves for ions held at their perfect-crystal positions, the static one for ions relaxed around the same charge. If the ions are held where they relaxed for another charge state, as in a vertical transition, their frozen polarization must be treated separately, which is not done here. With fixed ions, a difference that is not flat leaves $C$ undefined; the cell size, the model charge or the permittivity may be at fault. With relaxed ions, each displaced ion adds a local dipole potential. Averaging over one lattice period fully removes only a ripple that repeats from cell to cell. The dipoles around a defect do not repeat in this way, so what is left must be compared with a correction of only about 20 meV. The potential to compare with the model is that of the defect cell minus that of the perfect crystal. In a real crystal $C$ is expected to contain a short-range screening part as well, and in the linear $\varepsilon(G)$ model above only half of that part belongs in the energy. With the estimate above, subtracting all of $qC$ makes the correction about 0.011 eV too large, while leaving the screening part out makes it too small by the same amount. For fixed ions the rule is therefore no more accurate than this. For relaxed ions the electronic part of about 0.011 eV remains, and the distance dependence of the ionic screening adds another. If it has the same form with a screening length $\ell$, it raises the correction by $2\pi q^2\ell^2(1/\varepsilon_{\rm el}-1/\varepsilon_{\rm static})/V$, about 0.014 eV for $\ell=0.1$ nm and 0.06 eV for $\ell=0.2$ nm. The length $\ell$ is not determined here, so these terms can equal or exceed the uniform-screening correction of about 20 meV. The energies given here are electrostatic model energies, not defect formation energies.

\section*{Calculated quantities}
\begin{verbatim}
Charge q: 2 e
Relative permittivity, frozen ions: 6.0
Model length a: 0.15 nm
Cell side L: 1.60 nm
Cell volume V: 4.096 nm^3
Coulomb constant e^2/(4 pi eps0): 1.43996 eV nm
Mean square radius of model: 0.0675 nm^2
Simple cubic Madelung constant: 2.837297
Isolated energy, quadrature: 1.99995 eV
Isolated energy, formula: 1.99995 eV
Point-charge lattice term: -0.85117 eV
Volume term: 0.03313 eV
Image overlap S: 2.97e-07 eV
Periodic energy, direct sum: 1.18192 eV
Model correction E_iso - E_per: 0.81804 eV
Overlap S in cube of side 5a: 0.00871 eV
Volume term in cube of side 5a: 0.32169 eV
Remaining error E_per + correction - E_iso:
 L=1.2 nm, uncorrected: -1.05639 eV
 L=1.2 nm, point term only: 0.07850 eV
 L=1.2 nm, both terms: -3.9e-05 eV
 L=1.6 nm, uncorrected: -0.81804 eV
 L=1.6 nm, point term only: 0.03313 eV
 L=1.6 nm, both terms: -3.0e-07 eV
 L=2.0 nm, uncorrected: -0.66397 eV
 L=2.0 nm, point term only: 0.01696 eV
 L=2.0 nm, both terms: -3.8e-09 eV
Gaussian width sigma: 0.20 nm
Gaussian mean square radius: 0.1200 nm^2
Alignment C at cell corner: 0.01289 V
Alignment C, moment formula: 0.01289 V
Gaussian isolated energy: 1.35402 eV
Gaussian periodic energy: 0.56176 eV
Gaussian true correction: 0.79226 eV
Model correction - qC: 0.79226 eV
Valence density, rough: 375 nm^-3
Screening length 1/kappa: 0.0394 nm
Short-range shift of volume term: -0.01143 eV
Short-range addition to E_iso: 0.457 eV
Isolated field at L/2, frozen ions: 7.50 MV/cm
Static permittivity at 300 K, rough: 302
 Model correction: 16.3 meV
 Isolated field at L/2: 0.149 MV/cm
Static permittivity at 400 K, rough: 219
 Model correction: 22.4 meV
 Isolated field at L/2: 0.205 MV/cm
\end{verbatim}
